# Electronic Entropy of Reducing Ce4+ to Ce3+ at 1500 K

## A small population with a large effect

In a model Ce3+ ion at 1500 K, the upper spin-orbit multiplet holds about 13% of the population. The lower multiplet has six states and would by itself give an entropy of $k\ln 6=1.79\,k$. All fourteen states of the 4f electron, equally occupied, would give $k\ln 14=2.64\,k$. The calculated entropy is $2.22\,k$, halfway between. Why does one ion in eight carry the entropy half of the way?

The quantity wanted is the on-site electronic entropy gained when Ce4+ (4f$^0$) takes up an electron and becomes Ce3+ (4f$^1$). The empty shell has one state, and its excitations cost far more than $kT$, so its electronic entropy is taken as zero. The gain is then the entropy of the 4f$^1$ ion:

$$
\Delta S=S(f^1)-S(f^0)=-k\sum_{i=1}^{14}p_i\ln p_i,\qquad
p_i=\frac{e^{-E_i/kT}}{Z},\qquad Z=\sum_i e^{-E_i/kT}.
$$

The electron is assumed to be localized on its site and independent of other Ce3+ ions. The 5d and charge-transfer states are left out. Vibrations, released oxygen and the number of ways to place Ce3+ ions and vacancies contribute separately to the full reduction entropy.

## The estimate on the back of an envelope

Take the spin-orbit coupling $\zeta\,\mathbf l\cdot\mathbf s$ with $\zeta=80$ meV, a round model value of plausible size. For $l=3$, $s=1/2$,

$$
\mathbf l\cdot\mathbf s=\tfrac12\left[J(J+1)-12-\tfrac34\right],
$$

which is $-2$ for $J=5/2$ (six states) and $+3/2$ for $J=7/2$ (eight states). The gap is $\Delta=\tfrac72\zeta=280$ meV. With $kT=129.26$ meV, the ratio is $x=\Delta/kT=2.166$.

Measure energies from the lower multiplet. Since $\ln p_i=-E_i/kT-\ln Z$, the definition of the entropy becomes

$$
\frac{S}{k}=\ln Z+\frac{\langle E\rangle}{kT}
=\ln\left(6+8e^{-x}\right)+xp,\qquad
p=\frac{8e^{-x}}{6+8e^{-x}},
$$

where $p$ is the total population of $J=7/2$. Here $8e^{-x}=0.917$, so $Z=6.917$ and $p=0.133$. Hence $S/k=1.934+0.287=2.221$.

To answer the opening question, group the states by multiplet. Each lower state has probability $(1-p)/6$ and each upper state $p/8$. Inserting these in $-\sum p_i\ln p_i$ gives

$$
\frac Sk=\left[-p\ln p-(1-p)\ln(1-p)\right]+(1-p)\ln6+p\ln8 .
$$

The excess over $\ln6$ is the bracket, $0.391$, plus $p\ln(8/6)=0.038$. Most of it is uncertainty about which multiplet is occupied. That uncertainty is already considerable at $p=0.13$, because $-p\ln p=p\ln(1/p)$ falls more slowly than $p$: here it is $0.27$, about twice $p$, and the second term of the bracket adds $0.12$.

The sensitivity to $\zeta$ follows from the same formula. Because $d\ln Z/dx=-p$ and $dp/dx=-p(1-p)$,

$$
\frac{1}{k}\frac{dS}{dx}=-p+p+x\frac{dp}{dx}=-xp(1-p)=-0.25 .
$$

A change of 10 meV in $\zeta$ changes $x$ by $0.27$ and the entropy by about $0.07\,k$ in the opposite direction.

## Bounds that do not need the levels

For positive $y$, $\ln y\ge1-1/y$, with equality at $y=1$. Set $y=14p_i$:

$$
\ln14-\frac Sk=\sum_i p_i\ln(14p_i)
\ge\sum_i\left(p_i-\tfrac1{14}\right)=0 .
$$

Equality needs every $p_i=1/14$. At finite temperature this means that all fourteen levels coincide; with finite splittings the bound is approached as $T\to\infty$.

There is also a lower bound. Without a magnetic or exchange field, the Hamiltonian commutes with time reversal $\Theta$, and $\Theta^2=-1$ for one electron. If $\Theta\psi$ were $c\psi$, then $\Theta^2\psi=c^*\Theta\psi=|c|^2\psi$, which cannot equal $-\psi$. The levels therefore come in pairs. If $P_d$ is the total population of doublet $d$, each member has $P_d/2$, and

$$
\frac Sk=-\sum_{d=1}^{7}P_d\ln\frac{P_d}{2}
=\ln2-\sum_{d=1}^{7}P_d\ln P_d\ge\ln2 .
$$

Thus $k\ln2\le\Delta S\le k\ln14$ for any static, nonmagnetic crystal field in this model. The value in between depends on the level energies.

## A cubic crystal field

Let the ion sit at the centre of a cube of eight repelling ligands, and let

$$
H=\zeta\,\mathbf l\cdot\mathbf s+V,
$$

where $V$ acts on the orbital part and has zero mean over the seven f orbitals. The first nonspherical term allowed by cubic symmetry has rank four. An f shell also admits a rank-six term, which this example sets to zero.

For a unit vector $(x,y,z)$, let $q=x^4+y^4+z^4$. Let $u_i$ be its projection on the direction of corner $i$. Averaging over the signs in $(\pm x\pm y\pm z)^4$ gives $q+6(x^2y^2+y^2z^2+z^2x^2)=3-2q$. Therefore $\sum_i u_i^4=\tfrac89(3-2q)$ and $\sum_i u_i^2=\tfrac83$. With $P_4(u)=(35u^4-30u^2+3)/8$,

$$
\sum_{i=1}^{8}P_4(u_i)=\frac{35(3-2q)}9-10+3
=-\frac{70}{9}\left(q-\frac35\right).
$$

For repelling ligands this function has a positive coefficient. Sphere averages follow from

$$
\overline{x^{2a}y^{2b}z^{2c}}=\frac{(2a-1)!!\,(2b-1)!!\,(2c-1)!!}{(2a+2b+2c+1)!!},
$$

with $(-1)!!=1$. The results for two orbitals are:

- For $xyz$ (a$_2$), the norm is $1/105$ and the average weighted with $q$ is $45/10395$. Hence $\langle q\rangle=5/11$ and $\langle q\rangle-3/5=-24/165$.
- For $z(x^2-y^2)$ (t$_2$), the norm is $4/105$ and the weighted average is $228/10395$. Hence $\langle q\rangle=19/33$ and $\langle q\rangle-3/5=-4/165$.

The energies of a$_2$ and t$_2$ are thus positive and in the ratio $6:1$. The seven orbital densities add up to a sphere, so $A+3B+3C=0$ for the energies $A,B,C$ of a$_2$, t$_2$, t$_1$. The full ratio is $6:1:-3$. The example takes $A,B,C=60,10,-30$ meV, again as round model values.

### Combining the field with spin-orbit coupling

Under rotations, t$_1$ behaves as a vector. Its product with spin $1/2$ contains angular momenta $1/2$ and $3/2$, which are called $\Gamma_6$ and $\Gamma_8$ in the cubic group. Define $\Gamma_7=a_2\otimes\Gamma_6$. Since $t_2=a_2\otimes t_1$, and since $a_2\otimes\Gamma_8=\Gamma_8$,

$$
a_2\to\Gamma_7,\qquad t_2\to\Gamma_7+\Gamma_8,\qquad t_1\to\Gamma_6+\Gamma_8 .
$$

The dimensions of $\Gamma_6,\Gamma_7,\Gamma_8$ are 2, 2, 4. To see which of them belong to $J=5/2$, use the rotation character $\sin[(J+\tfrac12)\theta]/\sin(\theta/2)$:

- For $\theta=90^\circ$ it is $-\sqrt2$ for $J=5/2$, and $\sqrt2,-\sqrt2,0$ for $\Gamma_6,\Gamma_7,\Gamma_8$.
- For $\theta=120^\circ$ it is $0$ for $J=5/2$, and $1,1,-1$ for the three representations.

Together with the dimension six, these values require $J=5/2\to\Gamma_7+\Gamma_8$. What remains is $J=7/2\to\Gamma_6+\Gamma_7+\Gamma_8$.

The matrix elements can now be found without constructing the states. $H$ does not mix different representations, and $V$ is diagonal in a$_2$, t$_2$, t$_1$.

1. $\Gamma_6$ occurs once. It lies in t$_1$ and in $J=7/2$, so its energy is $C+\tfrac32\zeta$.
2. In the real, nondegenerate a$_2$ orbital, the expectation value of the imaginary Hermitian operator $\mathbf l$ is zero. The a$_2$ diagonal element of spin-orbit coupling therefore vanishes.
3. At $V=0$ the two $\Gamma_7$ energies are $-2\zeta$ and $\tfrac32\zeta$. Their sum, $-\tfrac12\zeta$, must be the t$_2$ diagonal element. Their product, $-3\zeta^2$, is minus the squared coupling, so the coupling is $\sqrt3\,\zeta$.
4. The trace of $\mathbf l\cdot\mathbf s$ over t$_2$ and spin vanishes because $\mathrm{tr}\,\mathbf s=0$. If the $\Gamma_8$ element is $d\zeta$, then $2(-\tfrac12)+4d=0$ and $d=\tfrac14$. In t$_1$, $2(\tfrac32)+4d'=0$ gives $d'=-\tfrac34$.
5. The two $\Gamma_8$ energies at $V=0$ also have product $-3\zeta^2$. Thus $-\tfrac3{16}\zeta^2-g^2=-3\zeta^2$, and the coupling is $g=\tfrac{3\sqrt5}{4}\zeta$. The signs of both couplings are a choice of phase.

The blocks for finite $V$ are

$$
H_7=\begin{pmatrix}A&\sqrt3\,\zeta\\ \sqrt3\,\zeta&B-\frac12\zeta\end{pmatrix},\qquad
H_8=\begin{pmatrix}B+\frac14\zeta&\frac{3\sqrt5}4\zeta\\ \frac{3\sqrt5}4\zeta&C-\frac34\zeta\end{pmatrix}.
$$

Each pair of eigenvalues is the mean of the diagonal elements plus or minus the root of the squared half-difference plus the squared coupling:

$$
\begin{aligned}
E_7^{\pm}&=15\pm\sqrt{45^2+19200}=15\pm145.69\ \text{meV},\\
E_8^{\pm}&=-30\pm\sqrt{60^2+18000}=-30\pm146.97\ \text{meV},\\
E_6&=-30+120=90\ \text{meV}.
\end{aligned}
$$

The ground level is the lower $\Gamma_8$ quartet at $-176.97$ meV. Above it lie $\Gamma_7$ at 46.28, $\Gamma_6$ at 266.97, $\Gamma_8$ at 293.94 and $\Gamma_7$ at 337.66 meV. Direct diagonalization of the fourteen-state Hamiltonian, with the ligand potential integrated over angles, confirmed the block formulas, also with a rank-six term included.

At 1500 K the five populations, in order of energy, are 0.6441, 0.2251, 0.0408, 0.0663 and 0.0236. The ground quartet has weight 4 in $Z$, so $Z=4/0.6441=6.210$. The mean energy above the ground level is 48.78 meV, and

$$
\frac{\Delta S}{k}=\ln6.210+\frac{48.78}{129.26}=1.826+0.377=2.20 .
$$

As a separate test, the heat capacity was integrated as $\int C\,dT/T$ and added to the entropy $k\ln4$ of the ground quartet. It gave the same value.

## Why the crystal field changes so little

The cubic field lowers the entropy by $0.018\,k$, although it splits the lower multiplet by 46 meV. To first order in $V$, the free energy changes by $\sum_i p_iV_{ii}$, with $p_i$ from spin-orbit coupling alone. These $p_i$ are equal within a multiplet, so the change contains the sum of $V_{ii}$ over each complete $J$ multiplet. The density summed over a complete multiplet is spherical, while $V$ has no spherical part. Each sum is therefore zero. Since $S=-\partial F/\partial T$ at fixed levels, the entropy has no first-order change either.

The calculated values show this behaviour. Reversing the field gives a change of $-0.022\,k$, close to that for the original sign. The part even in $V$ is thus about $-0.020\,k$ and the odd part about $+0.002\,k$. If these are taken as second and third order, doubling the field should give $4(-0.020)+8(0.002)\approx-0.06\,k$. The full calculation gives $2.160-2.221=-0.061\,k$. The change grows roughly as the square of the field, so it is small only while the field splittings stay small compared with $kT$. Three and four times the model field lower the entropy by $0.12\,k$ and $0.18\,k$.

A distortion along a cube diagonal lowers the symmetry to trigonal. As a model of this, a rank-two term proportional to $P_2(u)$, with $u$ the projection on one cube diagonal, was added. Its coefficient is positive, as for extra repulsion along that diagonal (removing a repelling ligand would give the opposite sign), and by itself it spreads the f orbitals over 120 meV. The entropy at 1500 K becomes $2.15\,k$. At 5 K, the same ion has $0.693\,k=k\ln2$: the trigonal field has split the quartet, and one Kramers doublet remains occupied. In the purely cubic field of this example the quartet stays intact, and the low-temperature limit is $k\ln4$. With the cubic field reversed, the ground level is a $\Gamma_7$ doublet and the limit is $k\ln2$.

## Approach to the upper bound

When $kT$ is large compared with all level splittings, put $\beta=1/kT$ and expand. The trace of $H$ is zero, so with $\sigma^2=\mathrm{Tr}\,H^2/14$,

$$
\ln Z=\ln14+\tfrac12\beta^2\sigma^2+O(\beta^3).
$$

The entropy is $S/k=\ln Z-\beta\,\partial\ln Z/\partial\beta$, and the derivative term contributes $-\beta^2\sigma^2$. Therefore

$$
\frac Sk=\ln14-\frac{\sigma^2}{2(kT)^2}+O(T^{-3}),\qquad
\sigma^2=3\zeta^2+\frac{A^2+3B^2+3C^2}{7}.
$$

The factor 3 is $(6\cdot4+8\cdot\tfrac94)/14$. The cross term is proportional to $\sum_\alpha\mathrm{Tr}(Vl_\alpha)\,\mathrm{tr}\,s_\alpha$ and vanishes because the spin traces do. Numerically, $\sigma^2=19200+943$ meV$^2$, so the crystal field supplies about 5% of the variance.

At 1500 K this law predicts a shortfall of $0.60\,k$ from the bound, against $0.44\,k$ from the full sum. It overestimates the shortfall by 38%, because $\Delta/kT=2.2$ is not small. At a formal temperature of $10^6$ K, where no such ion would survive, the two shortfalls agree to 0.03%. This tests the expansion and has no bearing on real ceria.

## Comparison and use of the estimate

| Level scheme at 1500 K | $\Delta S/k$ |
|---|---:|
| $J=5/2$ alone, six equal states | 1.79 |
| Spin-orbit coupling, both multiplets | 2.22 |
| With cubic field | 2.20 |
| Fourteen equal states (bound) | 2.64 |

For the model parameters, $\Delta S\approx2.2\,k$ per Ce3+ ion, or 18.3 J/(mol K). This is 83% of the upper bound of 21.9 J/(mol K). Changing $\zeta$ to 70 or 90 meV gives $2.27\,k$ or $2.14\,k$, a shift of $0.06$ to $0.07\,k$, which is enough to change the first decimal and amounts to about 0.5 to 0.6 J/(mol K), or 8 to 9 meV in $T\Delta S$. The contribution $T\Delta S$ is about 285 meV per ion. Removing one neutral oxygen atom leaves two electrons; if both form independent Ce3+ ions with the model levels, the on-site entropy is $4.4\,k$ per vacancy. The crystal field behind this number is not fitted to ceria and may be weaker than the real one. Doubling it, or adding the trigonal term above, gives $4.3\,k$. An ion next to the vacancy sees a low-symmetry field that can lower the value further.

The entropy of placing the Ce3+ ions can be added without double counting. If a fraction $c$ of the cerium sites is reduced independently and at random, the grouping used earlier gives, per site,

$$
\frac{S_{\text{site}}}{k}=-c\ln c-(1-c)\ln(1-c)+c\,\frac{\Delta S}{k}.
$$

Association of Ce3+ with vacancies changes the placement terms, and can also change the levels that enter $\Delta S$.

The estimate fails if the electron moves between sites so readily that separate ionic levels lose their meaning. Magnetic exchange between ions is also left out. An exchange field can split the Kramers doublets, so the lower bound $k\ln2$ does not apply when one is present. Temperature-dependent levels need further care. Differentiating $F=-kT\ln Z$ then gives

$$
-\frac{\partial F}{\partial T}=-k\sum_i p_i\ln p_i-\sum_i p_i\frac{\partial E_i}{\partial T}.
$$

The last sum belongs to the thermodynamic entropy, and level counting does not include it. The bound $k\ln14$ applies to the first term.

The numerical output below lists the main values.

## Calculated quantities

```
temperature: 1500 K
thermal energy kT: 129.26 meV
spin-orbit constant zeta: 80.0 meV
spin-orbit gap: 280.0 meV
gap / kT: 2.1662
orbital energies a2, t2, t1: 60.0, 10.0, -30.0 meV
Gamma8 lower: degeneracy 4, energy above ground 0.00 meV, total population 0.6441
Gamma7 lower: degeneracy 2, energy above ground 46.28 meV, total population 0.2251
Gamma6: degeneracy 2, energy above ground 266.97 meV, total population 0.0408
Gamma8 upper: degeneracy 4, energy above ground 293.94 meV, total population 0.0663
Gamma7 upper: degeneracy 2, energy above ground 337.66 meV, total population 0.0236
J=7/2 population, spin-orbit only: 0.1326
ln 2: 0.6931 k per ion
ln 4: 1.3863 k per ion
ln 6: 1.7918 k per ion
ln 14: 2.6391 k per ion
entropy, spin-orbit only: 2.2211 k per ion
entropy, with cubic field: 2.2035 k per ion
entropy from heat capacity: 2.2035 k per ion
crystal-field change: -0.0176 k per ion
shortfall from ln 14: 0.4355 k per ion
fraction of upper bound: 0.8350
main entropy converted: 18.32 J/(mol K)
upper bound converted: 21.94 J/(mol K)
T times entropy: 284.8 meV per ion
entropy for two Ce3+ ions: 4.4071 k
spin-orbit level variance: 19200.0 meV^2
crystal-field level variance: 942.9 meV^2
second-order entropy at 1500 K: 2.0363 k per ion
high-T test temperature: 1000000 K
high-T shortfall, full / law: 1.000286
trigonal orbital spread: 120.0 meV
entropy, zeta = 70 meV: 2.2721 k per ion
entropy, zeta = 90 meV: 2.1398 k per ion
entropy, cubic field doubled: 2.1597 k per ion
entropy, cubic field reversed: 2.1994 k per ion
entropy, trigonal field added: 2.1519 k per ion
trigonal entropy at 5 K: 0.6931 k per ion
```
